# Spurious Gap States in Burt-Foreman Quantum Wells: Mesh Test and Remedies

## Two mesh points

Take a conduction band S and a valence band Z, with edges $E_c=0.8$ eV and $E_v=0$. Write $t=\hbar^2/2m_0=0.0381$ eV nm² and $k_z=-i\,d/dz$. The bulk Hamiltonian is

$$H=\begin{pmatrix}E_c+tA'k_z^2 & iPk_z\\ -iPk_z & E_v+tL'k_z^2\end{pmatrix}.$$

The coupling $P$ describes how the two bands repel each other. The numbers $A'$ and $L'$ contain the free-electron term and the effect of all other bands.

Put this on a ring of two points a distance $h$ apart. Each point has the other as both its left and its right neighbour, so the centred first difference vanishes and S and Z decouple. The second difference gives $k_z^2=0$ for the uniform state and $4/h^2$ for the alternating state $(1,-1)$. The S energies are therefore

$$E_c\quad\text{and}\quad E_c+4tA'/h^2 .$$

For $A'=-2.488$, a value derived below, $4t|A'|=0.379$ eV nm². With $h=1$ nm the alternating state lies at $0.8-0.379=0.421$ eV, inside the gap. With $h=0.5$ nm it lies at $0.8-1.517=-0.717$ eV, below the gap. A conduction state has fallen through the gap because the mesh was refined.

## A long uniform mesh

For a wave $e^{ikz}$ on many points, $k_z^2$ becomes $s=(2-2\cos kh)/h^2=4\sin^2(kh/2)/h^2$, and $k_z$ becomes $\sin(kh)/h$. Since $\sin kh=2\sin(kh/2)\cos(kh/2)$,

$$\frac{\sin^2 kh}{h^2}=s\left(1-\frac{h^2s}{4}\right),\qquad 0\le s\le \frac4{h^2}.$$

An energy $E$ is allowed when the determinant vanishes:

$$f(s)=(E_c+tA's-E)(E_v+tL's-E)-P^2s\left(1-\frac{h^2s}{4}\right)=0 .$$

Let $E$ lie in the gap.

*Case $A'\ge0$, $L'\le0$.* The first factor is positive and the second negative, and the last term only lowers $f$. Hence $f<0$ throughout, and no propagating gap wave exists for any $h$.

*Case $A'<0$, $L'<0$.* At $s=0$, $f<0$. At $s=4/h^2$ the coupling vanishes and the second factor is negative, so $f>0$ if $E_c+4tA'/h^2<E$, that is, if

$$h<h^*(E)=2\sqrt{\frac{t|A'|}{E_c-E}} .$$

Then $f$ changes sign and a real gap wavevector exists. If $h>h^*$, the first factor stays positive for every allowed $s$, and there is none. At midgap, $h^*=2\sqrt{0.0948/0.4}=0.974$ nm.

In the limit $h\to0$, multiplying out gives

$$t^2A'L's^2+\left[tL'(E_c-E)-tA'(E-E_v)-P^2\right]s-(E_c-E)(E-E_v)=0 .$$

For $A'L'>0$ the product of the roots is negative, so one root $s$ is positive. When $P^2$ dominates the bracket, that root is

$$k_s^2\approx\frac{P^2}{t^2A'L'}=\frac{E_p}{tA'L'},\qquad E_p=\frac{P^2}{t}.$$

The spurious state is thus a true solution of the continuum equations. Refinement cannot remove it. A coarse mesh only confines it to the strip between $E_c+4tA'/h^2$ and $E_c$, since $h^*(E)$ grows without bound as $E\to E_c$; at $h=2$ nm that strip starts at 0.705 eV. It is unphysical because $k_s$ lies outside the small-$k$ range in which the Hamiltonian was derived.

If $A'<0$ but $L'>0$, the product of the roots is positive, so they are either real with the same sign or a complex pair. A complex $s$ means a complex wavevector, hence an evanescent wave. Real roots are negative, hence also evanescent, as long as the bracket is negative. This holds for $h\to0$. On a finite mesh a gap wave still exists whenever $E_c+4tA'/h^2$ and $E_v+4tL'/h^2$ lie on the same side of $E$, since then $f>0$ at $s=4/h^2$. A negative $A'$ is therefore a warning, and the sign of $L'$ must be examined too.

## Where the coefficients come from

Now include X, Y, Z and spin. Spin-orbit coupling is $(\Delta/3)\,\mathbf L\cdot\boldsymbol\sigma$, where $\mathbf L\cdot\boldsymbol\sigma$ equals $1$ for the heavy- and light-hole states and $-2$ for the split-off states. Its expectation value in a Z state is zero. If $w$ is the weight of Z in the upper group, $w-2(1-w)=0$, so $w=2/3$. With gap $E_g$, second-order repulsion between S and Z gives the band-edge mass $m_c$, in units of $m_0$:

$$\frac1{m_c}=A'+E_p\left[\frac{2}{3E_g}+\frac{1}{3(E_g+\Delta)}\right].$$

The Luttinger parameters are band-edge curvatures. Along $z$, heavy holes contain only X and Y, so $M=-(\gamma_1-2\gamma_2)$. Light holes obey $\tfrac23L+\tfrac13M=-(\gamma_1+2\gamma_2)$, so $L=-(\gamma_1+4\gamma_2)$. The XZ coupling $tNk_xk_z$ defines $\gamma_3$ by $N=-6\gamma_3$.

These values still contain the repulsion from S, which is now treated explicitly. At the valence edge that repulsion contributes $-E_p/E_g$ to $L$, and, through $(-iPk_x)(iPk_z)/(-E_g)$, the same amount to $N$. Removing it gives

$$L'=L+\frac{E_p}{E_g},\qquad N'=N+\frac{E_p}{E_g},$$

while $M$ is unchanged.

The example is a 10 nm well between 8 nm barriers with hard outer walls:

| | $E_c$, $E_v$ (eV) | $\Delta$ (eV) | $m_c$ | $\gamma_1,\gamma_2,\gamma_3$ |
|---|---|---|---|---|
| well | 0.80, 0 | 0.35 | 0.045 | 12, 4.5, 5.2 |
| barrier | 1.25, −0.25 | 0.35 | 0.075 | 7, 2.2, 2.9 |

In the well the square bracket is $0.8333+0.2899=1.1232$ eV⁻¹. With $E_p=22$ eV,

$$A'=22.222-24.710=-2.488,\qquad L'=-30+27.5=-2.5 .$$

The barrier has $A'=-0.408$ and $L'=-1.133$. The estimate for the well is $k_s=9.64$ nm⁻¹; the calculation with spin-orbit coupling gives 9.59 nm⁻¹ at midgap. The corresponding wavelength, 0.66 nm, is of atomic size.

## Operator order at an interface

Let $k_x$ be a fixed number and $k_y=0$. In a layered structure $N'$ depends on $z$ and does not commute with $k_z$. The order follows from eliminating a remote band. Let an s-like remote amplitude $\phi$, with energy $E_r(z)$, obey

$$(E-E_r)\phi=iP_r(k_x\psi_X+k_z\psi_Z).$$

It acts back on X through $-iP_rk_x\phi$, which equals

$$k_x\frac{P_r^2}{E-E_r(z)}(k_x\psi_X+k_z\psi_Z).$$

The XZ operator is therefore $k_x(\cdots)k_z$. A p-like remote state couples to X through $k_z$ and to Z through $k_x$, and gives $k_z(\cdots)k_x$ instead. Collecting both kinds,

$$H_{XZ}=t\,(k_xN_+k_z+k_zN_-k_x),\qquad N_++N_-=N'.$$

This is Burt-Foreman ordering. The p-like states also give the remote part of $M$, through $k_z(\cdots)k_z$ on X. If f-like remote states are neglected, $N_-=M-1$, where the 1 removed is the free-electron term.

To see what the order changes, set $g=(N_+-N_-)/2$. Since $gk_z-k_zg=i\,dg/dz$,

$$N_+k_z+k_zN_-=\tfrac12(N'k_z+k_zN')+i\frac{dg}{dz}.$$

The last term acts at interfaces, and a constant added to $g$ throughout the structure has no effect. We may therefore replace $N_-=M-1$ by $N_-=M$ and lower $N_+$ by 1 in every layer without changing the Hamiltonian.

An explicit X, Z and remote-band model tests the order. It has the same geometry, $k_x=1$ nm⁻¹, $P_r^2/t=20$ eV, and $E_r=4$ eV in the well and 8 eV outside. The valence edge drops by 0.3 eV outside, and the other curvatures are $-3$ and $-1$ in units of $t$. On a mesh of $h=0.25$ nm its top valence level is −112.819 meV. Elimination at that energy with the derived order returns −112.819 meV on the same mesh; symmetrized order gives −112.738 meV. These digits belong to that mesh: at $h=1/16$ nm the level is −113.02 meV and the symmetrized order misses it by 0.10 meV instead of 0.08 meV.

## The discretization

Place interfaces on mesh points and let each cell between neighbouring points carry the coefficients of its layer. In a cell, use

$$k_z\psi\to-\frac{i(\psi_{j+1}-\psi_j)}h,\qquad k_x\psi\to k_x\frac{\psi_{j+1}+\psi_j}{2}.$$

Build the energy as a sum over cells of $(k_a\psi)^\dagger Q_{ab}(k_b\psi)$, with $a,b=x,z$. The matrices $Q_{ab}$ hold $A',L',M,N_\pm$ times $t$. For example, $N_+$ joins $k_x\psi_X$ to $k_z\psi_Z$, and $N_-$ joins $k_z\psi_X$ to $k_x\psi_Z$. The $k_z$ part of the S–Z coupling joins the cell average of S to the difference of Z. Band edges and the $k_x$ part of the S–X coupling sit on the points, averaged over the two adjacent cells. Reflection $y\to-y$ splits the eight bands into two blocks of four. In the symmetric well treated here they have the same levels, so one block suffices. In an asymmetric structure, such as a well in a gate field, their levels at the same $k_x\ne0$ can differ. Time reversal maps one block at $k_x$ onto the other at $-k_x$, so it is then enough to solve one block at both signs of $k_x$.

The freedom to shift $N_\pm$ survives on the mesh. The shift adds to each cell a multiple of

$$\bar\psi_X^*\,\delta\psi_Z+\delta\psi_X^*\,\bar\psi_Z=\delta(\psi_X^*\psi_Z),$$

where the bar is the cell average and $\delta$ the difference across the cell. With a constant coefficient the sum telescopes to zero at hard walls.

## A certificate for an empty gap

Write the whole matrix in conduction and valence blocks,

$$H=\begin{pmatrix}A&B\\B^\dagger&D\end{pmatrix},\qquad A\ge a,\quad D\le d,\quad d<a .$$

Suppose an eigenvector $(u,v)$ had energy $d<E<a$. The lower row gives $v=(E-D)^{-1}B^\dagger u$. Inserting this in the upper row and multiplying by $u^\dagger$,

$$u^\dagger(A-E)u+u^\dagger B(E-D)^{-1}B^\dagger u=0 .$$

The second term is nonnegative, and the first is positive unless $u=0$. Then $v=0$ as well, so no such eigenvector exists, whatever the coupling $B$.

For the well, $A'\ge0$ in every layer makes $A\ge\min E_c$. The valence block obeys $D\le\max E_v$ if the quadratic form in the quantities $k_a\psi_i$ is nonpositive. That form splits into two kinds of group:

- $(k_x\psi_X,k_y\psi_Y,k_z\psi_Z)$ has $L'$ on the diagonal and $N_+$ off it, with eigenvalues $L'-N_+$ (twice) and $L'+2N_+$.
- Pairs such as $(k_z\psi_X,k_x\psi_Z)$ have eigenvalues $M\pm N_-$.

With $N_-=M-1$ one eigenvalue is $+1$. With the equivalent choice $N_-=M$ it is zero, and the certificate applies if the others are nonpositive. The cell construction carries these signs to every mesh and every $k_x$. The conditions are sufficient, not necessary, and require the lowest conduction edge to lie above the highest valence edge.

## Refining the mesh with the original parameters

At $k_x=0$ and $E_p=22$ eV, one four-band block gives:

| $h$ (nm) | gap states | nearest midgap (eV) | its rms $k$ (nm⁻¹) |
|---|---|---|---|
| 2 | 1 | 0.758 | 0.97 |
| 1 | 2 | 0.483 | 1.98 |
| 0.5 | 4 | 0.283 | 3.77 |
| 0.25 | 10 | 0.405 | 7.83 |
| 0.125 | 8 | 0.382 | 13.1 |

At $h=1$ nm, just above $h^*$, no gap state lies below midgap. This follows from the certificate: a squared difference is at most $4/h^2$, so $A\ge0.8-0.379=0.421$ eV.

The jump in the count at 0.25 nm has a second cause. The barrier has its own midgap threshold, $2\sqrt{0.0381\times0.408/0.85}=0.27$ nm. Below it the barrier also carries gap waves. On the finest mesh the two-band condition $f(s)=0$ gives, at midgap, $\sqrt s\approx8.3$ nm⁻¹ in the well and 14.8 nm⁻¹ in the barrier, so an rms value of 13.1 nm⁻¹ implies large weight in the barrier. The barrier's continuum value, $\sqrt{E_p/(tA'L')}\approx35$ nm⁻¹, is far beyond these meshes, so the gap spectrum has not converged.

The diagnostic is the wavevector: for the states in the table it is between 0.8 and 1 times the mesh limit $2/h$, and it grows with refinement. The lowest electron state of the corrected model below has an rms $k$ of 0.23 nm⁻¹.

## Limiting the high-wavevector terms

**Lower the Kane energy.** Keep the band-edge masses and choose the largest common $E_p$ for which $A'\ge1$ in both layers. The well decides:

$$E_p=\frac{22.222-1}{1.1232}=18.89\ \text{eV}.$$

Now $A'=1$ and 1.53, and $L'=-6.38$ and −3.20, in well and barrier. With $N_-=M$, $N_+=-4.58$ and −2.20. The eigenvalues $L'-N_+$ are −1.80 and −1.00, and the rest are nonpositive, so the certificate holds. The five meshes at $k_x=0$, 0.251 and 1 nm⁻¹ contain no gap state. The target $A'=0$ would also empty the gap, but would leave the alternating S state of a uniform mesh at $E_c$, among the physical levels. With $A'=1$ and $h=0.25$ nm it lies 2.4 eV higher.

An empty gap does not show that the remaining levels are accurate. For that, solve the bulk equations in each layer at fixed $E$, which gives eight complex $k_z$. Join the waves by continuity of $\psi$ and, from integrating the Hamiltonian across the interface, of $Q_{zz}k_z\psi+Q_{zx}k_x\psi$. The S–Z flux is continuous by itself because $P$ is uniform. At $k_x=0.251$ nm⁻¹ the electron lies at 0.89034 eV and the hole at −19.71 meV. The mesh errors are −2.11 and −1.93 µeV at $h=1/16$ nm, and −0.13 and −0.12 µeV at $1/64$ nm. A fourfold refinement reduces them about sixteenfold, as a second-order scheme should.

At the same $k_x$, symmetrized ordering moves the hole by 0.14 meV. The choices $N_-=M$ and $M-1$ agree to all printed digits, as the telescoping sum requires.

**Cut off the basis.** Keep $E_p=22$ eV but expand in plane waves on a 26 nm period. With $|k|\le4$ nm⁻¹ there are no gap states; with $|k|\le12$ nm⁻¹, which admits the well's $k_s$, there are two. The cutoff must lie well above the physical wavevectors and below the point where the falling branch re-enters the energies of interest, which comes before the midgap $k_s$. In the well that branch passes 1.2 eV at 8.6 nm⁻¹ and $E_c$ at 9.1 nm⁻¹. A cutoff of 9.2 nm⁻¹ leaves the gap empty but puts two high-wavevector states between 0.8 and 1.25 eV. The electron level at $k_x=0$ is 0.84672 eV at the cutoff of 4 nm⁻¹ and 0.84669 eV at 8 nm⁻¹, against 0.84596 eV with lowered $E_p$. This difference of about 0.7 meV is a measure of the ambiguity between the remedies, far larger than the mesh error and than the 0.03 meV drift with cutoff.

## The general procedure

1. Obtain $A',L',N'$ in every layer from the band-edge data and one common $E_p$.
2. Split $N'$ by remote-band symmetry, and, if that makes the valence form nonpositive, move a constant from $N_+$ to $N_-$, the same in every layer.
3. If $A'<0$ or $L'+2N_+>0$, lower $E_p$ and recheck both, or restrict the basis. The other eigenvalues of the valence form do not depend on $E_p$, because $L'$ and $N'$ shift together. If one of them stays positive, the certificate is unavailable and the gap must be searched numerically.
4. Assemble by cells, halve $h$ repeatedly, and follow both the energies and the rms wavevectors.
5. Compare the surviving levels with an independent solution.

## Beside a real channel

The parameters are round values in the rough regime of an InGaAs channel between InAlAs barriers. The model assumes flat bands and no strain. A gated channel with $10^{12}$ electrons per cm² and relative permittivity 13.5 has a mean field $en/2\varepsilon=0.067$ MV/cm, or 67 meV across the well. At $k_x=0$ this shifts the electron by −2.0 meV and the hole by +6.6 meV, and it narrows the certified gap by 67 meV. A 0.5 % misfit with a shear potential of 2 eV and $\epsilon_{zz}=-\epsilon_{xx}$ splits the bulk heavy and light holes by 38 meV if the layer is compressed in its plane, and by somewhat more if it is stretched. Either value is more than the hole confinement energy of 8.6 meV, so strain must be included before hole levels are used for design. At this density the zero-temperature Fermi wavevector of one subband is 0.251 nm⁻¹. The in-plane energy there is 44 meV, against 53 meV for a parabolic band of the well mass and 26 meV of thermal energy at 300 K. Satellite valleys, bulk inversion asymmetry and interface defects are left out; a real defect state in the gap would not appear in this model. The remaining digits are in the numerical output.

## Table of computed values

```
hbar^2/2m0 = 0.038100 eV nm^2; well 10 nm, each barrier 8 nm
well: Ec 0.8 eV, Ev 0.0 eV, spin-orbit 0.35 eV, mass 0.045 m0, gammas 12.0 4.5 5.2
barrier: Ec 1.25 eV, Ev -0.25 eV, spin-orbit 0.35 eV, mass 0.075 m0, gammas 7.0 2.2 2.9
original set: Ep = 22.0000 eV
  well: A' -2.4879, L' -2.5000, M -3.0000, N+ -0.7000, N- -3.0000, top of valence form 0.0000 (units hbar^2/2m0)
  barrier: A' -0.4084, L' -1.1333, M -2.6000, N+ -0.1333, N- -2.6000, top of valence form 0.0000 (units hbar^2/2m0)
limited set: Ep = 18.8946 eV
  well: A' 1.0000, L' -6.3817, M -3.0000, N+ -4.5817, N- -3.0000, top of valence form 0.0000 (units hbar^2/2m0)
  barrier: A' 1.5313, L' -3.2036, M -2.6000, N+ -2.2036, N- -2.6000, top of valence form 0.0000 (units hbar^2/2m0)
remote-band test, top level: explicit -112.81900 meV
  Burt-Foreman -112.81900 meV, symmetrized -112.73818 meV
midgap energy 0.400 eV: spurious real k 9.5868 1/nm, estimate 9.6352 1/nm
mesh threshold h* at midgap = 0.9736 nm
original set, kx = 0 (one mirror block; state nearest midgap):
  h 2.000 nm: gap states 1, energy 0.7581 eV, rms k 0.966 1/nm
  h 1.000 nm: gap states 2, energy 0.4829 eV, rms k 1.984 1/nm
  h 0.500 nm: gap states 4, energy 0.2834 eV, rms k 3.774 1/nm
  h 0.250 nm: gap states 10, energy 0.4048 eV, rms k 7.825 1/nm
  h 0.125 nm: gap states 8, energy 0.3820 eV, rms k 13.086 1/nm
limited set: gap states over 5 meshes and 3 values of kx = 0
  conduction block floor 0.80584 eV, valence block top -0.01575 eV
limited set, kx = 0: electron 0.845958 eV, hole -8.5920 meV
  rms k of electron state = 0.2327 1/nm
in-plane wavevector kF = 0.25066 1/nm
  electron at kF by mode matching 0.8903443 eV; mesh error -2.1103 ueV (h=1/16 nm), -0.1316 ueV (h=1/64 nm)
  hole at kF by mode matching -0.0197084 eV; mesh error -1.9258 ueV (h=1/16 nm), -0.1206 ueV (h=1/64 nm)
plane waves, limited set, cutoff 12 1/nm: electron 0.845963 eV
plane waves, original set, cutoff 4 1/nm: gap states 0, electron 0.846715 eV
plane waves, original set, cutoff 12 1/nm: gap states 2
hole at kF, capped N- (h=1/16 nm): -19.71028 meV
hole at kF, estimate N- (h=1/16 nm): -19.71028 meV
hole at kF, symmetric N- (h=1/16 nm): -19.56768 meV
sheet density 1.0e+12 cm^-2, relative permittivity 13.5
mean gate field 0.0670 MV/cm, drop over well 67.02 meV
  field shift: electron -1.977 meV, hole 6.622 meV
misfit strain 0.5 %, shear potential 2.0 eV (eps_zz = -eps_xx):
  heavy-light hole splitting 37.59 meV
thermal energy at 300 K = 25.85 meV
in-plane energy at kF: model 44.386 meV, parabolic 53.197 meV
electron shift for 6 nm instead of 8 nm barriers = 0.377 ueV
```
